# Löwdin Orthogonalisation of a One-Orbital Chain: The Exponential Hopping Tail: a program that tests the result

```python
"""
Result under test: Lowdin orthogonalisation of a one-orbital chain.
Original basis: onsite energy eps, neighbour hopping h, neighbour overlap s.
With beta = h - eps*s, w = sqrt(1-4 s^2), r = (1-w)/(2 s), the matrix
S^(-1/2) H S^(-1/2) has the hopping, at a distance of m sites (m > 0),
    t_m = -(beta/(s w)) (-r)^m
and the onsite energy eps + (beta/s)(1 - 1/w).
Energies are in eV, lengths in nm, theta = k a is the Bloch phase.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import circulant, eigh, toeplitz
from scipy.optimize import brentq


def ring_matrix(onsite, couplings, n_sites):
    column = np.zeros(n_sites)
    column[0] = onsite
    for distance, value in enumerate(couplings, 1):
        column[distance] += value
        column[-distance] += value
    return circulant(column)


def inverse_root(S):
    values, vectors = np.linalg.eigh(S)
    assert values.min() > 0
    return (vectors / np.sqrt(values)) @ vectors.T


def lowdin(H, S):
    X = inverse_root(S)
    return X @ H @ X


def decay_factor(s):
    return (1 - np.sqrt(1 - 4 * s**2)) / (2 * s)


def hopping_formula(eps, h, s, m):
    w = np.sqrt(1 - 4 * s**2)
    return -(h - eps * s) / (s * w) * (-decay_factor(s))**m


def onsite_formula(eps, h, s):
    return eps + (h - eps * s) / s * (1 - 1 / np.sqrt(1 - 4 * s**2))


def band_from_row(row, theta, reach):
    m = np.arange(1, reach + 1)
    return row[0] + 2 * np.cos(np.outer(theta, m)) @ row[1:reach + 1]


def curvature_from_row(row, reach, at_edge):
    m = np.arange(1, reach + 1)
    sign = (-1.0)**m if at_edge else np.ones(reach)
    return -2 * np.sum(m**2 * row[1:reach + 1] * sign)


def truncation_formula(eps, h, s, reach):
    r, w = abs(decay_factor(s)), np.sqrt(1 - 4 * s**2)
    return 2 * abs(h - eps * s) * r**(reach + 1) / (abs(s) * w * (1 - r))


N = 120
distances = np.arange(1, 21)

# Numerical Lowdin matrix and Fourier quadrature against the closed form
for eps, h, s in [(-9.0, -3.15, 0.2), (1.5, 0.7, -0.3), (-2.0, -2.5, 0.45)]:
    row = lowdin(ring_matrix(eps, [h], N), ring_matrix(1, [s], N))[0]
    assert np.allclose(row[1:21], hopping_formula(eps, h, s, distances),
                       rtol=0, atol=1e-11)
    assert abs(row[0] - onsite_formula(eps, h, s)) < 1e-11
    for m in (1, 2, 5):
        integral = quad(lambda x: (eps + 2 * h * np.cos(x))
                        / (1 + 2 * s * np.cos(x)) * np.cos(m * x),
                        0, np.pi, epsabs=1e-11, limit=200)[0] / np.pi
        assert abs(integral - hopping_formula(eps, h, s, m)) < 1e-8
    # Largest band error after cutting the tail, and where it occurs
    theta = np.linspace(0, np.pi, 401)
    true_band = (eps + 2 * h * np.cos(theta)) / (1 + 2 * s * np.cos(theta))
    for reach in (1, 2, 4):
        error = np.abs(band_from_row(row, theta, reach) - true_band)
        assert abs(error.max() - truncation_formula(eps, h, s, reach)) < 1e-9
        assert np.argmax(error) == (400 if s > 0 else 0)

# No tail when h = eps*s; overlap matrix not positive when |s| > 1/2
flat = lowdin(ring_matrix(-9, [-1.8], N), ring_matrix(1, [0.2], N))
assert np.abs(flat - np.diag(np.diag(flat))).max() < 1e-11
assert np.linalg.eigvalsh(ring_matrix(1, [0.51], N)).min() < 0
assert np.linalg.eigvalsh(ring_matrix(1, [0.49], N)).min() > 0

# Small overlap: t_1 = beta(1+3s^2), t_2 = -beta*s to leading orders
s_small, beta_small, eps_small = 0.01, -1.35, -9.0
row = lowdin(ring_matrix(eps_small, [beta_small + eps_small * s_small], N),
             ring_matrix(1, [s_small], N))[0]
assert abs((row[1] / beta_small - 1) / (3 * s_small**2) - 1) < 0.01
assert abs(row[2] / (-beta_small * s_small) - 1) < 0.001

# Worked example: perpendicular 3p orbitals on a straight chain
a_nm, eps, s, K = 0.235, -9.0, 0.2, 1.75
h = K * eps * s
beta, w, r = h - eps * s, np.sqrt(1 - 4 * s**2), decay_factor(s)
S_ring, H_ring = ring_matrix(1, [s], N), ring_matrix(eps, [h], N)
row = lowdin(H_ring, S_ring)[0]
assert np.allclose(row[2:10] / row[1:9], -r, rtol=1e-5)

# Tail of the Lowdin orbital itself; the correction must fall as 1/m
orbital = inverse_root(S_ring)[0]
def orbital_tail(m):
    return np.sqrt(r / s) * (-r)**m / np.sqrt(np.pi * m * (1 - r**2))
deviation = {m: abs(orbital[m] / orbital_tail(m) - 1) for m in (5, 10)}
assert deviation[10] < 0.03 and deviation[10] < 0.6 * deviation[5]

# Middle of an open chain against the infinite-chain result
n_open, middle = 81, 40
first_S, first_H = np.zeros(n_open), np.zeros(n_open)
first_S[:2], first_H[:2] = (1, s), (eps, h)
open_chain = lowdin(toeplitz(first_H), toeplitz(first_S))
assert np.allclose(open_chain[middle, middle + 1:middle + 9],
                   hopping_formula(eps, h, s, np.arange(1, 9)), atol=1e-11)
end_shift = open_chain[0, 0] - open_chain[middle, middle]
assert abs(end_shift) > 1e-3

# Band curvature: finite difference of the generalized Bloch energy
def bloch_energy(x):
    return (eps + 2 * h * np.cos(x)) / (1 + 2 * s * np.cos(x))
step = 1e-3
curv_centre, curv_edge = -2 * beta / (1 + 2 * s)**2, 2 * beta / (1 - 2 * s)**2
for x, formula, edge in [(0, curv_centre, False), (np.pi, curv_edge, True)]:
    numeric = (bloch_energy(x + step) - 2 * bloch_energy(x)
               + bloch_energy(x - step)) / step**2
    assert abs(numeric / formula - 1) < 1e-4
    assert abs(curvature_from_row(row, 30, edge) / formula - 1) < 1e-8

mass_unit = const.hbar**2 / (const.m_e * (a_nm * 1e-9)**2 * const.e)
kT = const.k * 300 / const.e
reach_kT = next(M for M in range(1, 30)
                if np.abs(band_from_row(row, theta, M)
                          - bloch_energy(theta)).max() < kT)

# Overlap of two perpendicular Slater 3p orbitals; p = exponent * distance
lag_x, lag_w = np.polynomial.laguerre.laggauss(10)
leg_x, leg_w = np.polynomial.legendre.leggauss(10)
def slater_overlap(p):
    mu, nu = 1 + lag_x[:, None] / p, leg_x[None, :]
    integrand = (mu**2 - nu**2)**2 * (mu**2 - 1) * (1 - nu**2)
    return 0.75 * p**6 / 720 * np.exp(-p) * (lag_w @ integrand @ leg_w)

p_fit = brentq(lambda p: slater_overlap(p) - s, 2, 12)
zeta = p_fit / a_nm
# Independent overlap integral on a cylindrical grid, distance = 1
d = 0.01
rho = (np.arange(400) + 0.5)[:, None] * d
z = (np.arange(700) + 0.5)[None, :] * d - 3
r1, r2 = np.hypot(rho, z), np.hypot(rho, z - 1)
grid_overlap = ((2 * p_fit)**7 / 720 * 0.75 * d**2
                * np.sum(r1 * r2 * rho**3 * np.exp(-p_fit * (r1 + r2))))
assert abs(grid_overlap - s) < 5e-4

# Neglected direct coupling to distant neighbours
far_s = [slater_overlap(p_fit * m) for m in range(1, 7)]
far_h = [K * eps * value for value in far_s]
far_row = lowdin(ring_matrix(eps, far_h, N), ring_matrix(1, far_s, N))[0]
far_mass = mass_unit / curvature_from_row(far_row, 30, False)

# Neglected bond changes: alternation opens a gap, stretch changes beta
bond_change = 0.005
s_short = slater_overlap(zeta * (a_nm - bond_change))
s_long = slater_overlap(zeta * (a_nm + bond_change))
levels = []
for x in np.linspace(0, np.pi, 201):
    link = s_short + s_long * np.exp(-1j * x)
    S2 = np.array([[1, link], [np.conj(link), 1]])
    H2 = np.array([[eps, K * eps * link], [K * eps * np.conj(link), eps]])
    levels.append(eigh(H2, S2, eigvals_only=True))
levels = np.array(levels)
gap = levels[:, 1].min() - levels[:, 0].max()
assert gap > 0

print(f"spacing a = {a_nm:.3f} nm")
print(f"onsite energy eps = {eps:.2f} eV")
print(f"overlap s = {s:.2f}, Wolfsberg-Helmholz K = {K:.2f}")
print(f"original hopping h = {h:.3f} eV")
print(f"reduced hopping beta = {beta:.3f} eV")
print(f"w = {w:.6f}, r = {r:.6f}")
print(f"decay length a/ln(1/r) = {a_nm / np.log(1 / r):.4f} nm")
print(f"Lowdin onsite energy = {row[0]:.4f} eV")
for m in range(1, 7):
    print(f"Lowdin hopping t_{m} = {row[m]:+.6f} eV")
for m in range(4):
    print(f"Lowdin orbital coefficient c_{m} = {orbital[m]:+.5f}")
for m in (5, 10):
    print(f"orbital tail law, relative deviation m={m}: {deviation[m]:.4f}")
print(f"band energy at theta=0: {bloch_energy(0):.4f} eV")
print(f"band energy at theta=pi: {bloch_energy(np.pi):.4f} eV")
print(f"curvature E'' at theta=0: {curv_centre:.4f} eV")
print(f"curvature E'' at theta=pi: {curv_edge:.4f} eV")
print(f"hbar^2/(m_e a^2) = {mass_unit:.4f} eV")
print(f"full mass at theta=0: {mass_unit / curv_centre:.4f} m_e")
print(f"full mass at theta=pi: {mass_unit / curv_edge:.4f} m_e")
for M in range(1, 6):
    m0 = mass_unit / curvature_from_row(row, M, False)
    m1 = mass_unit / curvature_from_row(row, M, True)
    worst = np.abs(band_from_row(row, theta, M) - bloch_energy(theta)).max()
    print(f"cut at M={M}: max band error {worst:.4f} eV, "
          f"masses {m0:.3f} (0), {m1:.3f} (pi) m_e")
print(f"kT at 300 K = {kT:.5f} eV; range for error < kT: M = {reach_kT}")
print(f"open chain: end-site onsite shift = {end_shift:+.4f} eV")
print(f"fitted Slater 3p exponent = {zeta:.3f} nm^-1")
print(f"overlap check on cylindrical grid = {grid_overlap:.5f}")
print(f"direct overlap at 2a = {far_s[1]:.5f}, at 3a = {far_s[2]:.6f}")
print(f"direct hopping at 2a = {far_h[1]:.4f} eV")
for m in range(1, 5):
    print(f"with distant coupling: t_{m} = {far_row[m]:+.5f} eV")
print(f"with distant coupling: mass at theta=0 = {far_mass:.4f} m_e")
print(f"bond change assumed = {bond_change:.3f} nm")
print(f"overlap of short bond = {s_short:.4f}, long bond = {s_long:.4f}")
print(f"gap from bond alternation = {gap:.4f} eV")
print(f"beta after uniform stretch = {(K - 1) * eps * s_long:.4f} eV")
print("all assertions hold")
```

Output:

```
spacing a = 0.235 nm
onsite energy eps = -9.00 eV
overlap s = 0.20, Wolfsberg-Helmholz K = 1.75
original hopping h = -3.150 eV
reduced hopping beta = -1.350 eV
w = 0.916515, r = 0.208712
decay length a/ln(1/r) = 0.1500 nm
Lowdin onsite energy = -8.3851 eV
Lowdin hopping t_1 = -1.537134 eV
Lowdin hopping t_2 = +0.320819 eV
Lowdin hopping t_3 = -0.066959 eV
Lowdin hopping t_4 = +0.013975 eV
Lowdin hopping t_5 = -0.002917 eV
Lowdin hopping t_6 = +0.000609 eV
Lowdin orbital coefficient c_0 = +1.03295
Lowdin orbital coefficient c_1 = -0.10840
Lowdin orbital coefficient c_2 = +0.01700
Lowdin orbital coefficient c_3 = -0.00296
orbital tail law, relative deviation m=5: 0.0265
orbital tail law, relative deviation m=10: 0.0134
band energy at theta=0: -10.9286 eV
band energy at theta=pi: -4.5000 eV
curvature E'' at theta=0: 1.3776 eV
curvature E'' at theta=pi: -7.5000 eV
hbar^2/(m_e a^2) = 1.3798 eV
full mass at theta=0: 1.0016 m_e
full mass at theta=pi: -0.1840 m_e
cut at M=1: max band error 0.8109 eV, masses 0.449 (0), -0.449 (pi) m_e
cut at M=2: max band error 0.1692 eV, masses 2.718 (0), -0.245 (pi) m_e
cut at M=3: max band error 0.0353 eV, masses 0.806 (0), -0.202 (pi) m_e
cut at M=4: max band error 0.0074 eV, masses 1.090 (0), -0.189 (pi) m_e
cut at M=5: max band error 0.0015 eV, masses 0.977 (0), -0.185 (pi) m_e
kT at 300 K = 0.02585 eV; range for error < kT: M = 4
open chain: end-site onsite shift = -0.3208 eV
fitted Slater 3p exponent = 26.494 nm^-1
overlap check on cylindrical grid = 0.20000
direct overlap at 2a = 0.00531, at 3a = 0.000059
direct hopping at 2a = -0.0837 eV
with distant coupling: t_1 = -1.51735 eV
with distant coupling: t_2 = +0.27424 eV
with distant coupling: t_3 = -0.04896 eV
with distant coupling: t_4 = +0.00873 eV
with distant coupling: mass at theta=0 = 0.9171 m_e
bond change assumed = 0.005 nm
overlap of short bond = 0.2127, long bond = 0.1879
gap from bond alternation = 0.3344 eV
beta after uniform stretch = -1.2685 eV
all assertions hold
```
